# Zero-Bias Conductance of a Superconducting Contact and Its Doubling at Perfect Transparency: test program

```python
"""
Zero-bias conductance of a one-channel normal (N) / superconductor (S) contact.
Result under test:
    G_NS = (4e^2/h) T^2/(2-T)^2,   G_N = (2e^2/h) T,
so that G_NS/G_N = 2 for a transparent contact (T = 1).
T     : transmission with S in its normal state
A, B  : probabilities of Andreev (hole) and ordinary (electron) reflection
Z     : H/(hbar v_N) for the barrier H*delta(x);  r = v_S/v_N
gap   : pair potential;  mu_n, mu_s : Fermi energies on the two sides
The matching solver keeps the exact complex wave vectors, with no assumption
that the gap is small.  Its units: energies in eV, hbar^2/(2 m_N) = 1.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import trapezoid
from scipy.optimize import brentq
from scipy.special import expit
from scipy import constants as const


def match_super(energy, gap, mu_n, mu_s, z, mass=1.0):
    """Amplitudes (a, b) and probabilities (A, B) for |energy| < gap.
    mass is m_S/m_N."""
    k_e, k_h = np.sqrt(mu_n + energy), np.sqrt(mu_n - energy)
    xi = 1j * np.sqrt(gap**2 - energy**2)
    q_p, q_m = np.sqrt(mass * (mu_s + xi)), np.sqrt(mass * (mu_s - xi))
    g_p, g_m = (energy - xi) / gap, (energy + xi) / gap
    barrier = 2 * z * np.sqrt(mu_n)
    d_p, d_m = 1j * q_p / mass - barrier, -1j * q_m / mass - barrier
    matrix = np.array([[0, -1, 1, 1],
                       [-1, 0, g_p, g_m],
                       [0, 1j * k_e, d_p, d_m],
                       [-1j * k_h, 0, g_p * d_p, g_m * d_m]])
    a, b, _, _ = np.linalg.solve(matrix, np.array([1, 0, 1j * k_e, 0]))
    return a, b, abs(a)**2 * k_h / k_e, abs(b)**2


def match_normal(mu_n, mu_s, z, mass=1.0):
    """Transmission at the Fermi energy with no pairing."""
    k, v_s = np.sqrt(mu_n), np.sqrt(mass * mu_s) / mass
    matrix = np.array([[-1, 1], [1j * k, 1j * v_s - 2 * z * k]])
    _, t = np.linalg.solve(matrix, np.array([1, 1j * k]))
    return abs(t)**2 * v_s / k


def andreev_formula(t):
    return t**2 / (2 - t)**2


gap, mu = 1e-3, 2.0

# Matching with complex wave vectors against the closed formulas.
# The formulas drop terms of relative order gap/mu = 5e-4.
for z, mu_s, mass in [(0, 2, 1), (0.5, 2, 1), (1, 2, 1), (0, 8, 1),
                      (0.7, 3, 0.3), (0.3, 5, 4)]:
    a, b, A, B = match_super(0.0, gap, mu, mu_s, z, mass)
    r = np.sqrt(mu_s / (mass * mu))
    T = match_normal(mu, mu_s, z, mass)
    denom = 1 + r**2 + 4 * z**2
    assert abs(T - 4 * r / ((1 + r)**2 + 4 * z**2)) < 1e-12
    assert abs(a + 2j * r / denom) < 1e-3
    assert abs(b - (1 - r**2 - 4 * z**2 - 4j * z) / denom) < 1e-3
    assert abs(A + B - 1) < 1e-10
    assert abs(A - andreev_formula(T)) < 1e-3

# Transparent contact: ratio two, and size of the small residual reflection.
A_clear = match_super(0.0, gap, mu, mu, 0.0)[2]
ratio_clear = 2 * A_clear / match_normal(mu, mu, 0.0)
assert abs(ratio_clear - 2) < 1e-6
B_large_gap = match_super(0.0, 0.02 * mu, mu, mu, 0.0)[3]
assert abs(B_large_gap / 0.01**2 - 1) < 0.01

# Decay constant in S against gap/(hbar v_S); here hbar v = 2 sqrt(mu).
kappa = np.sqrt(mu + 1j * gap).imag
assert abs(kappa / (gap / (2 * np.sqrt(mu))) - 1) < 1e-5


def lattice_contact(onsite, pair, length):
    """Half-filled chain, hopping 1: N lead, irregular barrier, long S part.
    Returns A, B with pairing and T with a normal lead in place of S."""
    nb = len(onsite)
    n = nb + length
    diag = np.zeros(n)
    diag[:nb] = onsite
    hop = -np.ones(n - 1)
    h = sp.diags([hop, diag, hop], [-1, 0, 1], format="csc")
    pairing = np.zeros(n)
    pairing[nb:] = pair
    d = sp.diags(pairing)
    sigma = np.zeros(2 * n, dtype=complex)
    sigma[0] = sigma[n] = -1j
    full = sp.bmat([[h, d], [d, -h]])
    source = np.zeros(2 * n, dtype=complex)
    source[0] = 1
    green = spsolve((-full - sp.diags(sigma)).tocsc(), source)
    A = abs(2 * green[n])**2
    B = abs(-1 + 2j * green[0])**2
    small = -h[:nb, :nb].toarray().astype(complex)
    small[0, 0] += 1j
    small[-1, -1] += 1j
    T = abs(2 * np.linalg.inv(small)[-1, 0])**2
    return A, B, T


# Any barrier shape: lattice error is of order pair/hopping = 2e-3.
lattice_rows = []
for onsite in ([0.0, 0.0, 0.0], [0.7, -0.4, 1.1], [1.5, 0.3, -0.8, 0.6]):
    A, B, T = lattice_contact(onsite, 0.002, 10000)
    assert abs(A + B - 1) < 1e-6
    assert abs(A - andreev_formula(T)) < 3e-3
    lattice_rows.append((T, A, andreev_formula(T)))


def current(voltage, energies, A, B, kt):
    """Current in units of (2e/h)*gap from populations of right and left movers.
    Energies, voltage (as eV) and kt are in units of the gap."""
    def fermi(x):
        return expit(-x / kt)
    right = fermi(energies - voltage)
    left = (A * (1 - fermi(-energies - voltage)) + B * right
            + (1 - A - B) * fermi(energies))
    return trapezoid(right - left, energies)


# Slope of the current at small voltage; thermal correction is below 1e-3.
grid = np.linspace(-0.3, 0.3, 601)
slopes = []
for z in (0.0, 0.5, 1.0):
    probs = np.array([match_super(e * gap, gap, mu, mu, z)[2:] for e in grid])
    dv = 0.002
    slope = (current(dv, grid, probs[:, 0], probs[:, 1], 0.01)
             - current(-dv, grid, probs[:, 0], probs[:, 1], 0.01)) / (2 * dv)
    assert abs(slope - 2 * andreev_formula(match_normal(mu, mu, z))) < 2e-3
    slopes.append(slope)

# Crossover at which superconductivity leaves the conductance unchanged.
z_cross = brentq(lambda z: 2 * match_super(0.0, gap, mu, mu, z)[2]
                 / match_normal(mu, mu, z) - 1, 0.1, 2.0)
T_cross = match_normal(mu, mu, z_cross)
assert abs(T_cross - (3 - np.sqrt(5))) < 1e-3

# Weak transmission: the ratio tends to T/2.
T_weak = match_normal(mu, mu, 10.0)
ratio_weak = 2 * match_super(0.0, gap, mu, mu, 10.0)[2] / T_weak
assert abs(ratio_weak / (T_weak / 2) - 1) < 0.02

# Worked example.
g0 = 2 * const.e**2 / const.h * 1e6
k_f = np.sqrt(2 * const.m_e * mu * const.e) / const.hbar
hbar_v = const.hbar**2 * k_f / const.m_e / const.e * 1e9
print(f"Fermi energy of N: {mu:.1f} eV")
print(f"gap: {gap * 1e3:.1f} meV")
print(f"Fermi wave number of N: {k_f * 1e-9:.3f} nm^-1")
print(f"hbar v_N: {hbar_v:.4f} eV nm")
print(f"barrier strength H at Z=0.5: {0.5 * hbar_v:.4f} eV nm")
print(f"amplitude decay length in S (v_S=v_N): {hbar_v / gap:.1f} nm")
print(f"2e^2/h: {g0:.3f} microsiemens")
print("Contacts, from the closed formulas (G in microsiemens);")
print("last column: ratio from matching with complex wave vectors")
print("Z    mu_S/eV  r     T       A       G_N      G_NS     ratio   matched")
for z, mu_s in [(0.0, 2.0), (0.5, 2.0), (1.0, 2.0), (0.0, 8.0)]:
    r = np.sqrt(mu_s / mu)
    T = 4 * r / ((1 + r)**2 + 4 * z**2)
    A = andreev_formula(T)
    matched = (2 * match_super(0.0, gap, mu, mu_s, z)[2]
               / match_normal(mu, mu_s, z))
    print(f"{z:.1f}  {mu_s:.1f}      {r:.2f}  {T:.4f}  {A:.4f}  {g0 * T:7.3f}"
          f"  {2 * g0 * A:7.3f}  {2 * A / T:.4f}  {matched:.4f}")
print(f"transparent contact, B from matching: "
      f"{match_super(0.0, gap, mu, mu, 0.0)[3]:.3e}")
print(f"estimate (gap/2mu)^2: {(gap / (2 * mu))**2:.3e}")
print(f"transparent contact, current at 10 microvolt: "
      f"{2 * g0 * 10e-6 * 1e3:.4f} nA in S state, "
      f"{g0 * 10e-6 * 1e3:.4f} nA in normal state")
print(f"crossover from matching: Z = {z_cross:.4f}, T = {T_cross:.4f}")
print(f"crossover from formula 3-sqrt(5): T = {3 - np.sqrt(5):.4f}")
print(f"weak contact Z=10: T = {T_weak:.5f}, ratio = {ratio_weak:.5f}, "
      f"T/2 = {T_weak / 2:.5f}")
print("Slope of current at kT = 0.01 gap, in units of 2e^2/h:")
for z, slope in zip((0.0, 0.5, 1.0), slopes):
    print(f"  Z = {z:.1f}: {slope:.4f}")
print("Lattice with barriers of other shapes: T, A computed, T^2/(2-T)^2")
for T, A, formula in lattice_rows:
    print(f"  {T:.4f}  {A:.4f}  {formula:.4f}")
print("PASS")
```

Printed output:

```
Fermi energy of N: 2.0 eV
gap: 1.0 meV
Fermi wave number of N: 7.245 nm^-1
hbar v_N: 0.5521 eV nm
barrier strength H at Z=0.5: 0.2760 eV nm
amplitude decay length in S (v_S=v_N): 552.1 nm
2e^2/h: 77.481 microsiemens
Contacts, from the closed formulas (G in microsiemens);
last column: ratio from matching with complex wave vectors
Z    mu_S/eV  r     T       A       G_N      G_NS     ratio   matched
0.0  2.0      1.00  1.0000  1.0000   77.481  154.962  2.0000  2.0000
0.5  2.0      1.00  0.8000  0.4444   61.985   68.872  1.1111  1.1107
1.0  2.0      1.00  0.5000  0.1111   38.740   17.218  0.4444  0.4443
0.0  8.0      2.00  0.8889  0.6400   68.872   99.176  1.4400  1.4400
transparent contact, B from matching: 6.250e-08
estimate (gap/2mu)^2: 6.250e-08
transparent contact, current at 10 microvolt: 1.5496 nA in S state, 0.7748 nA in normal state
crossover from matching: Z = 0.5557, T = 0.7640
crossover from formula 3-sqrt(5): T = 0.7639
weak contact Z=10: T = 0.00990, ratio = 0.00500, T/2 = 0.00495
Slope of current at kT = 0.01 gap, in units of 2e^2/h:
  Z = 0.0: 2.0000
  Z = 0.5: 0.8888
  Z = 1.0: 0.2222
Lattice with barriers of other shapes: T, A computed, T^2/(2-T)^2
  1.0000  1.0000  1.0000
  0.3878  0.0578  0.0578
  0.6946  0.2834  0.2832
PASS
```
